# Critical Cooling Rate of a Glass from Nucleation, Growth and Bisection

## Definitions and conventions

A liquid is cooled at a constant rate $q=-dT/dt>0$ from just below its melting point $T_m$ to a temperature $T_{\rm end}$ where atomic motion has practically stopped. It contains no crystals at the start.

- $I(T)$ is the number of nuclei formed per unit volume and time.
- $u(T)$ is the speed of the crystal surface.
- $x$ is the crystallized volume fraction, and $x_c=10^{-6}$ is the tolerated value.
- $X$ is the extended fraction: the summed volume of all crystals per unit volume, with overlaps counted repeatedly.
- $q_c$ is the rate at which $x=x_c$. Every faster quench stays below the tolerance, so $q_c$ is the limiting slowest rate.

The basic model assumes steady-state nucleation in the bulk, nuclei of zero initial radius, spherical crystals, uniform temperature, and a sample much larger than the crystals. These assumptions are examined after the main result.

## A tiny example by hand

Suppose that $I$ and $u$ are constant inside a temperature window of width $w$ and vanish outside it. The liquid spends a time $t=w/q$ there. A nucleus born at $t'$ reaches the radius $u(t-t')$, so

$$X=\frac{4\pi}{3}\int_0^t I\,u^3(t-t')^3dt'=\frac{\pi}{3}Iu^3t^4=\frac{\pi}{3}Iu^3\frac{w^4}{q^4}.$$

One power of time comes from the number of nuclei and three from their volume.

Take $I=1.079\times10^{25}\ \mathrm{m^{-3}s^{-1}}$, $u=0.6079$ m/s and $w=654.8-590.5=64.3$ K. These values belong to the phase-change film treated below. Then $\pi Iu^3/3=2.54\times10^{24}\ \mathrm{s^{-4}}$.

Now bracket the rate between $1\times10^9$ and $4\times10^9$ K/s, and halve the bracket on a logarithmic scale by taking geometric means:

1. At $q=2.00\times10^9$ K/s, $t=32.2$ ns and $X=2.7\times10^{-6}$. This is too slow, so it becomes the lower end.
2. At $q=\sqrt{2\times4}\times10^9=2.83\times10^9$ K/s, $X$ is four times smaller, $0.68\times10^{-6}$. This becomes the upper end.
3. At $q=2.38\times10^9$ K/s, $X=1.36\times10^{-6}$. This becomes the lower end.

The root is near $2.6\times10^9$ K/s. The full calculation replaces the flat window by the real functions of temperature.

The order of events also matters. Let growth occur only in a hot window, for a time $t_h$, and nucleation only in a cold one, for a time $t_n$. On cooling, the growth window passes before any nucleus exists, and $X=0$. On reheating, the $It_n$ nuclei per unit volume all grow to $ut_h$, and $X=(4\pi/3)It_n(ut_h)^3$. A glass free of visible crystals can therefore still hold nuclei. This picture assumes that they survive the hotter window. The critical radius defined below grows with temperature, and smaller nuclei dissolve: for the film treated below it rises from 0.79 nm at 555 K to 1.93 nm at 783 K, and at most about 30% of the quenched nuclei exceed it after a sudden jump to 783 K.

## From extended fraction to real fraction

Consider a fixed point in the liquid. It is crystalline at time $t$ if a nucleus born at some $t'$ lay within the distance

$$R(t',t)=\int_{t'}^{t}u\,dt''.$$

The expected number of such nuclei is $X=(4\pi/3)\int I(t')R^3(t',t)\,dt'$. For independent random nuclei the number is Poisson distributed, and the chance of finding none is $e^{-X}$. Hence

$$x=1-e^{-X}.$$

This counts fictitious nuclei inside existing crystal. They do no harm: all fronts move at the same speed at any instant, so a crystal started inside another never overtakes its surface.

A simulation with such nuclei forbidden, at a rate chosen to give $x=0.5$, gave 0.473 over twelve periodic boxes of about 2000 nuclei. A small minority of the grains carries most of the volume. The fluctuation is therefore large, about 0.08 per box or 0.023 for the mean, so the deviation is a little over one such error. The extended fraction, $\ln2=0.693$, is clearly excluded.

## The general algorithm

Computing $X$ directly needs a double integral. Define instead the moments

$$M_k(t)=\int_0^t I(t')R(t',t)^k\,dt'.$$

Differentiate. The upper limit contributes $I(t)R(t,t)^k$, which is $I$ for $k=0$ and zero otherwise, because $R(t,t)=0$. Inside the integral, $\partial R/\partial t=u(t)$. Therefore

$$\dot M_0=I,\qquad \dot M_k=k\,u\,M_{k-1}\quad(k=1,2,3),\qquad X=\frac{4\pi}{3}M_3.$$

One pass along the path gives $X$. If nuclei start with radius $r^*$, the boundary term survives and adds $I(r^*)^k$ to each equation.

The algorithm is:

1. Tabulate $I(T)$ and $u(T)$ on a fine temperature grid.
2. For a trial $q$, set $t=(T_{\rm start}-T)/q$, integrate the four moments in turn, and form $x=1-e^{-X}$.
3. Choose $q_{\rm low}$ with $x>x_c$ and $q_{\rm high}$ with $x<x_c$.
4. Evaluate $x$ at $\sqrt{q_{\rm low}q_{\rm high}}$. If $x>x_c$, replace the lower end; otherwise replace the upper end.
5. Stop when $q_{\rm high}/q_{\rm low}$ is close enough to one, and return $q_{\rm high}$.

Each step halves $\ln(q_{\rm high}/q_{\rm low})$. From the bracket $10^3$ to $10^{15}$ K/s, whose logarithmic width is 27.6, a relative width of $10^{-7}$ needs $\log_2(27.6/10^{-7})=28.04$ halvings, hence 29.

That there is one root follows from changing variables to temperature. With $dt=-dT/q$,

$$R=\frac1q\int_{T_{\rm end}}^{T'}u\,dT'',\qquad X=\frac{K}{q^4},$$

$$K=\frac{4\pi}{3}\int_{T_{\rm end}}^{T_{\rm start}}I(T')\left[\int_{T_{\rm end}}^{T'}u\,dT''\right]^3dT'.$$

Since $x$ falls strictly with $q$, the root is unique, and

$$q_c=\left[\frac{K}{-\ln(1-x_c)}\right]^{1/4}.$$

For this basic model the closed form makes bisection unnecessary, and so provides a check on it. The fourth-power law requires $I$ and $u$ to depend on temperature alone and nuclei to start from zero radius. Bisection needs neither condition, only a fraction that falls with $q$.

## The two rates from one microscopic picture

**Driving force.** Let $L$ be the heat of fusion per atom, and let the liquid's heat capacity exceed the crystal's by the constant $L/T_m$. The entropy difference is $\Delta S=(L/T_m)[1-\ln(T_m/T)]$. The free-energy gain per atom on crystallizing is its integral:

$$\Delta\mu=\int_T^{T_m}\Delta S\,dT'=\frac{L}{T_m}\Big\{(T_m-T)-\big[T_m-T-T\ln(T_m/T)\big]\Big\}=L\frac{T}{T_m}\ln\frac{T_m}{T}.$$

The inner bracket is $\int_T^{T_m}\ln(T_m/T')\,dT'$. The model is used above $T_m/e$, where $\Delta S>0$.

**Mobility.** The MYEGA law for the viscosity $\eta$ is, with $s=T_g/T$ and fragility $m$,

$$\log_{10}(\eta/\mathrm{Pa\,s})=-3+15s\exp[(m/15-1)(s-1)].$$

The Stokes–Einstein relation gives $D=kT/(3\pi a\eta)$. Both the atomic diameter and the jump length are taken as $a=v^{1/3}$, where $v$ is the atomic volume. The jump frequency is $6D/a^2$.

**Barrier.** A spherical cluster of $n$ atoms and radius $r$ costs

$$W=-\frac{4\pi r^3}{3v}\Delta\mu+4\pi r^2\sigma,$$

where $\sigma$ is the interfacial energy. Setting $dW/dr=0$ gives

$$r^*=\frac{2\sigma v}{\Delta\mu},\qquad W^*=\frac{4\pi}{3}\sigma r^{*2}=\frac{16\pi\sigma^3v^2}{3\Delta\mu^2}.$$

**Nucleation.** Atoms attach at the rate $f_n=(36\pi)^{1/3}n^{2/3}\,6D/a^2$, where the first factors are the surface area divided by $v^{2/3}$. Let $N_n$ be the density of clusters of size $n$, and $N_n^{e}=e^{-W(n)/kT}/v$ its equilibrium value. Detailed balance fixes the detachment rate, $b_{n+1}N^e_{n+1}=f_nN^e_n$. The flux $J=f_nN_n-b_{n+1}N_{n+1}$ then obeys

$$\frac{J}{f_nN_n^e}=\frac{N_n}{N_n^e}-\frac{N_{n+1}}{N_{n+1}^e}.$$

In the steady state $J$ is the same for all $n$. Summing over $n$ makes the right side telescope from 1 at the smallest size to 0 at large sizes, so $I=J=\big[\sum_n1/(f_nN_n^e)\big]^{-1}$.

The sum is dominated by sizes near the barrier top $n^*$. Write $W=-n\Delta\mu+Bn^{2/3}$. From $W'(n^*)=0$, $B=\tfrac32\Delta\mu\,n^{*1/3}$, and so $W''(n^*)=-\tfrac29Bn^{*-4/3}=-\Delta\mu/(3n^*)$. The resulting Gaussian integral is $(6\pi kTn^*/\Delta\mu)^{1/2}$, which gives

$$I=\frac{f_{n^*}}{v}\left(\frac{\Delta\mu}{6\pi kTn^*}\right)^{1/2}e^{-W^*/kT}.$$

**Growth.** For a large cluster, one more atom changes $W$ by $-\Delta\mu$, so $dn/dt=f_n(1-e^{-\Delta\mu/kT})$. Multiplying by $v/(4\pi r^2)$ and using $f_n=(4\pi r^2/v^{2/3})\,6D/a^2$ gives

$$u=\frac{6D}{a}\left(1-e^{-\Delta\mu/kT}\right).$$

Near $T_m$ the driving force vanishes: growth stops and the nucleation barrier diverges. Near $T_g$ the viscosity stops both.

## A phase-change film

The parameters are one illustrative choice of rough values for Ge₂Sb₂Te₅, a thin-film semiconductor that is melt-quenched in memory cells: $T_m=900$ K, $T_g=400$ K, $L=0.120$ eV, $v=0.030$ nm³, $a=0.311$ nm, $m=90$ and $\sigma=0.075$ J/m². The path runs from 899 to 350 K, and the film is 30 nm thick.

At 623.1 K, the median birth temperature weighted by final crystal volume, the steps give

$$\Delta\mu=0.120\times\frac{623.1}{900}\ln\frac{900}{623.1}=0.03055\ \mathrm{eV},\qquad r^*=0.92\ \mathrm{nm},\qquad \frac{W^*}{kT}=30.9.$$

With $\eta=0.0405$ Pa s, the rates are the $I$ and $u$ of the hand example. The explicit sum over cluster sizes gives $1.074\times10^{25}\ \mathrm{m^{-3}s^{-1}}$, so the Gaussian approximation is 0.5% high.

Nested quadrature gives $K=1.5346\times10^{31}\ \mathrm{(K/s)^4}$. Dividing by $10^{-6}$ and taking the fourth root,

$$q_c=(1.5346\times10^{37})^{1/4}=1.98\times10^9\ \mathrm{K/s}.$$

Bisection with the moment equations agrees to about five digits. That agreement measures numerical accuracy, not knowledge of the material. The flat-window estimate was 30% high. Tolerating 1% of crystal instead of one part per million lowers the rate tenfold, to $1.98\times10^8$ K/s, as the fourth root requires.

Nucleation peaks at 555 K and growth at 783 K. On cooling they come in the unfavourable order for crystallization: the same basic model run upward from a nucleus-free state at 350 K needs a heating rate of $6\times10^{10}$ K/s, thirty times $q_c$. The central 90% of the crystal volume comes from nuclei born between 654.8 and 590.5 K, above the nucleation peak, because later nuclei have little growth left.

A simpler estimate uses isothermal holding; call it the shortcut. Setting $(\pi/3)Iu^3t^4=x_c$ gives a shortest time of 24.3 ns at 612.9 K, the nose of the time–temperature curve. Cooling from $T_m$ to the nose in that time requires

$$\frac{900-612.9}{24.3\times10^{-9}}=1.18\times10^{10}\ \mathrm{K/s},$$

six times $q_c$. The shortcut charges the whole interval from $T_m$ to the nose as if it were spent at the nose. At $q_c$ the central birth window alone takes 32 ns, comparable with the nose time, while the hotter part contributes little: only 0.1% of the final crystal volume is present at 655 K. The shortcut also makes the opposite error of ignoring the path below the nose, where 91% of the final volume forms. The factor of six is the net result for this model.

The volume-weighted final radius is 10.9 nm, and there are $8.1\times10^{18}$ nuclei per m³. A cell of $50\times50\times30$ nm³ contains on average $6.1\times10^{-4}$ of them, or one nucleus in about 1600 cells. This is the steady-state count. Most of these nuclei are born near the nucleation peak and grow by less than $r^*$, so the count is sensitive to the model: the cluster equations below leave about $3\times10^{19}$ supercritical clusters per m³ at 400 K, one in about 400 cells. One part per million is thus an average over many cells; most have no crystal, and a few have far more than the average fraction.

## What the basic model leaves out

**Finite clusters and finite time.** Starting nuclei at $r^*$, with full speed $u$ at once, raises $q_c$ to $2.2\times10^9$ K/s. A fuller treatment integrates

$$\dot N_n=f_{n-1}N_{n-1}-(b_n+f_n)N_n+b_{n+1}N_{n+1}$$

during cooling, with $N_1=N_1^e$. Clusters that exceed 500 atoms are followed as spheres, with $\Delta\mu$ in $u$ reduced by the curvature term $2\sigma v/R$. An implicit time step is used because attachment and detachment are much faster than the cooling; a stable explicit scheme would need several million steps.

Bisection then gives $1.66\times10^9$ K/s, 16% below the basic result. At this rate the extended fraction is half that of the basic model, while the flux through $n^*$ in the birth window is only about 12% below its steady value. Most of the reduction comes from slow growth just beyond the barrier. Near this root the extended fraction varies as $q^{-4.2}$, so the closed form no longer applies. At $q_c/1000$ the extended fraction is within 2% of the basic model, as it should be when the clusters have time to reach their steady state.

**Interfacial energy.** Since $W^*\propto\sigma^3$ and $q_c\propto I^{1/4}$, a 5% increase at fixed temperature should lower $q_c$ by about $\exp[30.9(1.05^3-1)/4]=3.4$. The full calculation gives $5.9\times10^8$ K/s, a factor of 3.3. A 5% decrease gives $6.1\times10^9$ K/s. Larger uncertainties move even the order of magnitude: $\sigma=0.060$ and $0.085$ J/m² give $1.1\times10^{11}$ and $7\times10^7$ K/s, $L$ changed by $\pm10\%$ gives $8\times10^9$ and $3\times10^8$ K/s, $m=75$ and $110$ give $4\times10^8$ and $1\times10^{10}$ K/s, and $T_g=430$ K gives $4\times10^8$ K/s. The linear driving force $L(1-T/T_m)$ at the same $\sigma$ gives $2.5\times10^{10}$ K/s. The result belongs to this parameter set and is not a prediction for the material.

**Nucleation prefactor.** The equilibrium distribution used here does not return the density $1/v$ at $n=1$. Replacing $W(n)$ by $W(n)-W(1)$ cures this and multiplies $I$ by $e^{W(1)/kT}$. The critical rate becomes $4.8\times10^9$ K/s. Detailed balance also fixes only the ratio of the two rates: sharing the factor $e^{-[W(n+1)-W(n)]/kT}$ equally between attachment and detachment, with the original distribution, gives $2.5\times10^9$ K/s.

**Mobility.** Both $I$ and $u$ are proportional to $D$, so a uniform factor in $D$ appears unchanged in $q_c$. If diffusion below $T_m$ follows $\eta^{-0.8}$ in place of $\eta^{-1}$, the rate doubles to $4.0\times10^9$ K/s. Falling out of equilibrium matters little: with a relaxation time $\tau=\eta/(10\ \mathrm{GPa})$, the condition $q_c|d\tau/dT|=1$ is met at 495 K, and holding the viscosity constant below that changes $q_c$ by 0.4%. With a modulus of 1 GPa the change is about 4%.

**Walls.** A crystal cap with contact angle $\theta$ has its barrier and volume multiplied by $g=(2+\cos\theta)(1-\cos\theta)^2/4$, compared with a full sphere of the same radius. Wall sites number $a/h$ per bulk site for one face of a film of thickness $h$. Attachment area changes by $(1-\cos\theta)/2$, and the square-root factor in $I$ by $g^{-1/2}$. Adding this source, with steady-state rates, gives $2.4\times10^9$ K/s at $120^\circ$ but $3.1\times10^{10}$ K/s at $90^\circ$. These figures keep the volume factor $g$ for the grown crystal. A grain much larger than $r^*$ tends instead to a hemisphere, which gives $2.2\times10^9$ K/s at $120^\circ$. The $90^\circ$ value fixes only the order of magnitude: the final radius, about 1.7 nm, is close to $r^*\approx1.0$ nm, starting nuclei at $r^*$ with full speed gives $1.1\times10^{11}$ K/s, and such a fast quench leaves still less time for a steady state.

**Film thickness.** A sphere of radius $R<h$, centred at random in the film, loses on average the fraction $3R/(8h)$ of its volume beyond the two faces. For $R=10.9$ nm this is 14%, which lowers $q_c$ by about 4%.

**Heat.** With rough values $c=1.3$ J/(cm³ K) and $\kappa=0.5$ W/(m K), cooling through one face requires $\kappa T''=-cq$, where primes denote derivatives across the film. With no flux at the other face, the temperature difference is $cqh^2/(2\kappa)=2.3$ K. Latent heat from one part per million of crystal raises the average temperature by only $5\times10^{-4}$ K, but it is released at the growing surfaces. The quasi-steady local rise, $(LT/T_m)\,uR/(v\kappa)$, reaches about 2 K for a grain born at 623 K and about 10 K for one born at 655 K. The faster growth raises $q_c$ by roughly 8%.

## Beside a real memory cell

With the chosen parameters the model gives metre-per-second growth, and at $q_c$ the quench from $T_m$ to $T_g$ lasts about 250 ns; a 50 ns quench would be five times faster than $q_c$. A real cell, however, often has crystalline material around the molten region. Growth from that rim needs no nucleation.

In the model, $u$ rises from 0.61 m/s at 623 K to its maximum of 3.0 m/s at 783 K. At $q_c$ this interval lasts 81 ns, so the rim advances by at least $0.61\times81=49$ nm, more than the film thickness. This bound is weak: integrating $u$ over the whole path gives about 290 nm. Since the advance varies as $1/q$, limiting it to 5 nm requires about $1.2\times10^{11}$ K/s in the model, and even then the fraction is far above one part per million. These figures assume a uniform temperature. The latent heat of a flat front moving at 3 m/s would need a difference of order 100 K to leave through the film. The calculated $q_c$ applies to a fully molten region without a crystalline rim or strongly nucleating walls.

Surviving the quench is also not the same as surviving use. At 358 K, assuming an initially crystal-free glass, steady-state rates and a mobility activated by 2.5 eV below $T_g$, the same criterion is reached after about 30 years. A quenched glass is not free of clusters: starting the cluster equations from the population left by a quench at $3\times10^9$ to $10^{10}$ K/s shortens the time to about 10 years. The time also varies inversely with the assumed mobility, which is anchored here at $10^{12}$ Pa s at $T_g$, as for a relaxed glass. Anchoring it at 495 K, where the quenched structure freezes, would give about half a day if the glass did not relax. The figure therefore illustrates the method and is not a retention prediction. The remaining digits are in the numerical output.

## Computed values

```
melting, glass temperature: 900, 400 K
start, end of integration: 899, 350 K
heat of fusion: 0.120 eV/atom
atomic volume, jump length: 0.030 nm^3, 0.311 nm
interfacial energy: 0.075 J/m^2; fragility: 90
viscosity at melting: 2.60 mPa s
target fraction: 1.0e-06
film thickness, cell side: 30, 50 nm
K from nested quadrature: 1.5346e+31 (K/s)^4
critical rate, bisection: 1.97924e+09 K/s in 29 halvings
critical rate, closed form: 1.97923e+09 K/s
critical rate for 1 percent: 1.9768e+08 K/s
time from melting to glass temperature: 252.6 ns
peak of nucleation: 555.2 K
peak of growth: 783.1 K, 2.995 m/s
birth temperature 5, 50, 95 %: 654.8, 623.1, 590.5 K
at median: driving force 0.03055 eV/atom
at median: viscosity 0.0405 Pa s
at median: critical radius 0.919 nm
at median: barrier / kT 30.87
at median: nucleation 1.079e+25 /m^3/s, explicit sum 1.074e+25
at median: growth 0.6079 m/s
volume-weighted final radius: 10.90 nm
nuclei: 8.112e+18 /m^3, 6.084e-04 per cell
simulated grains: fraction 0.473, predicted 0.5 by choice of q
isothermal nose: 612.9 K, 24.27 ns
nose estimate of critical rate: 1.183e+10 K/s
cluster / ladder fraction at q_c/1000: 0.9801
critical rate, cluster kinetics: 1.660e+09 K/s
cluster fraction, half step / full step: 0.9981
cluster local power of 1/q: 4.20
critical rate, birth at critical radius: 2.205e+09 K/s
critical rate, interfacial energy -5 %: 6.067e+09 K/s
critical rate, interfacial energy +5 %: 5.940e+08 K/s
critical rate, D as viscosity^-0.8: 4.046e+09 K/s
structure freezes at: 494.6 K (modulus 10 GPa)
critical rate, viscosity held below that: 1.987e+09 K/s
critical rate, self-consistent prefactor: 4.758e+09 K/s
critical rate, wall at 120 degrees: 2.354e+09 K/s
critical rate, wall at 90 degrees: 3.101e+10 K/s
heat capacity: 1.30 J/cm^3/K
thermal conductivity: 0.50 W/m/K
temperature difference across film: 2.32 K
latent heating at target: 4.93e-04 K
use temperature: 358 K; glass activation 2.5 eV
time to target in use: 29.9 years
```
